# Intrinsic pinning of a perfect domain wall under adiabatic spin torque: test program

```python
"""
Result under test: a perfect domain wall driven only by the adiabatic spin
torque tilts and stops below the drift speed
    u_c = (2 sqrt(A K) / sigma) * (sqrt(1 + Kp/K) - 1),
and moves with a rotating tilt above it.
n: unit vector of the local spin; A: exchange stiffness; K: easy-axis (z)
anisotropy; Kp: hard-axis (y) anisotropy; sigma: spin density; u: spin drift
speed; alpha: damping; beta: non-adiabatic torque ratio; phi: wall tilt.
Equation of motion (hbar = 1), with h = -dE/dn:
 sigma (dn/dt + u n') = n x h - alpha sigma n x dn/dt - beta sigma u n x n'
Numbers are in eV, angstrom and hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

A, K, sigma = 0.01, 4.0e-6, 0.05
Kp = 0.5 * K
damping, polarization = 0.1, 0.5
lam = np.sqrt(A / K)
time_unit = sigma / (2 * K)


def cross(a, b):
    out = np.empty(np.broadcast(a, b).shape)
    out[0] = a[1] * b[2] - a[2] * b[1]
    out[1] = a[2] * b[0] - a[0] * b[2]
    out[2] = a[0] * b[1] - a[1] * b[0]
    return out


def derivatives(n, dx):
    """Fourth-order first and second derivatives; flat domains outside."""
    p = np.empty(n.shape[:-1] + (n.shape[-1] + 4,))
    p[..., 2:-2] = n
    p[..., :2] = n[..., :1]
    p[..., -2:] = n[..., -1:]
    a, b, d, e = p[..., :-4], p[..., 1:-3], p[..., 3:-1], p[..., 4:]
    first = (8 * (d - b) - (e - a)) / (12 * dx)
    second = (16 * (b + d) - (a + e) - 30 * n) / (12 * dx**2)
    return first, second


def spin_rate(n, dx, u, alpha, beta, hard):
    """dn/dt from the full vector equation; no wall shape is assumed."""
    n1, n2 = derivatives(n, dx)
    # The exact n' is perpendicular to n; remove the grid's small error,
    # which would otherwise act as a spurious non-adiabatic torque.
    n1 = n1 - n * (n * n1).sum(axis=0)
    field = 2 * A * n2
    field[2] += 2 * K * n[2]
    field[1] -= 2 * hard * n[1]
    torque = cross(n, field / sigma - beta * u * n1) - u * n1
    return (torque - alpha * cross(n, torque)) / (1 + alpha**2)


def vector(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi),
                     np.cos(theta) + 0 * phi])


def width(phi):
    return np.sqrt(A / (K + Kp * np.sin(phi)**2))


def holding_speed(phi):
    """Drift speed whose torque is cancelled by a wall of tilt phi."""
    return Kp * width(phi) * np.sin(2 * phi) / sigma


# Threshold: closed form against numerical maximization.
root = np.sqrt(1 + Kp / K)
u_c = 2 * np.sqrt(A * K) / sigma * (root - 1)
phi_c = np.arcsin(np.sqrt(1 / (1 + root)))
best = minimize_scalar(lambda p: -holding_speed(p), bounds=(0, np.pi / 2),
                       method="bounded", options={"xatol": 1e-10})
assert abs(-best.fun / u_c - 1) < 1e-10
assert abs(best.x - phi_c) < 1e-5
u_fixed = Kp * lam / sigma


def equilibrium_tilt(u):
    return brentq(lambda p: holding_speed(p) - u, 0, phi_c)


# The tilted wall must be static in the vector equation, for both wall signs.
# The grid reaches 25 lambda, so that the wall's tail is negligible at its ends.
fine_dx = 0.02 * lam
x_fine = np.arange(-1250, 1251) * fine_dx
u_half = 0.5 * u_c
phi_half = equilibrium_tilt(u_half)
static_residuals = []
for q in (1, -1):
    theta = 2 * np.arctan(np.exp(q * x_fine / width(phi_half)))
    n = vector(theta, q * phi_half)
    scale = u_half * np.abs(derivatives(n, fine_dx)[0]).max()
    rate = spin_rate(n, fine_dx, u_half, damping, 0.0, Kp)
    static_residuals.append(np.abs(rate).max() / scale)
    assert static_residuals[-1] < 1e-5
    flat = vector(2 * np.arctan(np.exp(q * x_fine / lam)), 0.0)
    rate = spin_rate(flat, fine_dx, u_half, damping, 0.0, Kp)
    assert np.abs(rate).max() / scale > 0.5

# Integral identity on an arbitrary distorted wall, not a solution.
# A large drift speed keeps both sides well away from zero.
u_identity = 4 * u_c
y = x_fine / lam
theta = 2 * np.arctan(np.exp(y)) + 0.4 * np.exp(-y**2 / 4)
phi = 0.5 + 0.8 * np.sin(y) * np.exp(-y**2 / 9)
n = vector(theta, phi)
n1 = derivatives(n, fine_dx)[0]
for beta in (0.0, 0.05):
    rate = spin_rate(n, fine_dx, u_identity, damping, beta, Kp)
    left = np.sum(rate * cross(n, n1))
    right = -damping * np.sum(rate * n1) - beta * u_identity * np.sum(n1**2)
    size = np.sum(np.abs(rate * cross(n, n1)))
    assert abs(left - right) < 1e-5 * size
    assert abs(left) > 1e-3 * size


# Adiabatic following: one electron spin carried through a frozen wall.
splitting, electron_speed = 1.0, 5.0


def outgoing_spin(wall_width):
    edges = np.linspace(-15, 15, 6001) * wall_width
    angle = -splitting * (edges[1] - edges[0]) / electron_speed
    mids = 0.5 * (edges[1:] + edges[:-1])
    axes = vector(2 * np.arctan(np.exp(mids / wall_width)), 0.0).T
    spin = np.array([0.0, 0.0, 0.5])
    ca, sa = np.cos(angle), np.sin(angle)
    for axis in axes:
        spin = (spin * ca + cross(axis, spin) * sa
                + axis * np.dot(axis, spin) * (1 - ca))
    return spin[2]


spin_wide, spin_narrow = outgoing_spin(lam), outgoing_spin(1.0)
assert abs(spin_wide + 0.5) < 1e-3
assert spin_narrow > 0

# Full time integration of eight walls at once, all starting with phi = 0.
names = ["0.05 u_c", "0.5 u_c", "0.95 u_c", "1.1 u_c", "2 u_c",
         "0.5 u_c, beta>0", "0.5 u_c, alpha=0", "0.5 u_c, Kp=0"]
ratios = np.array([0.05, 0.5, 0.95, 1.1, 2.0, 0.5, 0.5, 0.5])
u_runs = ratios * u_c
beta_on = 0.05
alphas = np.full(8, damping)
alphas[6] = 0.0
betas = np.zeros(8)
betas[5] = beta_on
hards = np.full(8, Kp)
hards[7] = 0.0
args = [v[:, None] for v in (u_runs, alphas, betas, hards)]

dx, dt = 0.35 * lam, 0.055 * time_unit
x = np.arange(-40, 41) * dx
n = np.repeat(vector(2 * np.arctan(np.exp(x / lam)), 0.0)[:, None, :],
              8, axis=1)
offset = np.zeros(8)
times, positions, tilts = [], [], []
steps = 7280
for step in range(steps + 1):
    if step % 20 == 0:
        local = 0.5 * dx * n[2].sum(axis=1)
        times.append(step * dt)
        positions.append(offset + local)
        tilts.append(np.arctan2(n[1].sum(axis=1), n[0].sum(axis=1)))
        # Keep each wall near the middle of its grid.
        for r in np.where(local > lam)[0]:
            k = int(round(local[r] / dx))
            n[:, r, :-k] = n[:, r, k:].copy()
            n[:, r, -k:] = n[:, r, -1:].copy()
            offset[r] += k * dx
    k1 = spin_rate(n, dx, *args)
    k2 = spin_rate(n + 0.5 * dt * k1, dx, *args)
    k3 = spin_rate(n + 0.5 * dt * k2, dx, *args)
    k4 = spin_rate(n + dt * k3, dx, *args)
    n = n + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    n /= np.sqrt((n * n).sum(axis=0))
times = np.array(times)
positions = np.array(positions)
positions -= positions[0]
tilts = np.unwrap(np.array(tilts), axis=0)
late_speed = (positions[-1] - positions[-21]) / (times[-1] - times[-21])
early_speed = (positions[1] - positions[0]) / (times[1] - times[0])

# Below threshold: motion starts, then stops at the predicted tilt and shift.
predicted_tilt, predicted_shift = [], []
for r in range(3):
    tilt = equilibrium_tilt(u_runs[r])
    shift = quad(width, 0, tilt)[0] / damping
    predicted_tilt.append(tilt)
    predicted_shift.append(shift)
    assert early_speed[r] > 0.8 * u_runs[r]
    assert abs(late_speed[r]) < 5e-3 * u_runs[r]
    assert abs(tilts[-1, r] - tilt) < 0.01
    # The shift formula neglects changes of wall shape during the motion.
    assert abs(positions[-1, r] / shift - 1) < 0.02

# Above the exact threshold but below the fixed-width estimate: it moves.
assert u_c < u_runs[3] < u_fixed
assert tilts[-1, 3] > np.pi / 2


def mean_speed(u, wall_width):
    def turning(p):
        w = wall_width(p)
        hold = Kp * w * np.sin(2 * p) / sigma
        return damping * (u - hold) / (w * (1 + damping**2))
    distance = quad(wall_width, 0, np.pi)[0] / damping
    return distance / quad(lambda p: 1 / turning(p), 0, np.pi)[0]


u_fast = u_runs[4]
t_marks = np.interp([np.pi, 2 * np.pi], tilts[:, 4], times)
x_marks = np.interp(t_marks, times, positions[:, 4])
assert tilts[-1, 4] > 2 * np.pi
speed_simulated = (x_marks[1] - x_marks[0]) / (t_marks[1] - t_marks[0])
speed_collective = mean_speed(u_fast, width)
speed_fixed = np.sqrt(u_fast**2 - u_fixed**2) / (1 + damping**2)
assert abs(mean_speed(u_fast, lambda p: lam) / speed_fixed - 1) < 1e-7
# The collective description neglects shape changes during rotation.
assert abs(speed_simulated / speed_collective - 1) < 0.03

# Contrast cases: each removes one assumption.
assert abs(late_speed[5] / (beta_on / damping * u_half) - 1) < 0.01
assert abs(late_speed[6] / u_half - 1) < 0.01
assert abs(tilts[-1, 6]) < 0.01
assert abs(late_speed[7] / (u_half / (1 + damping**2)) - 1) < 0.01
assert tilts[-1, 7] > np.pi / 2

# Conversion of the threshold to SI units.
hbar_ev = const.hbar / const.e
u_c_si = u_c * const.angstrom / hbar_ev
j_c = 2 * const.e * sigma / const.angstrom**3 * u_c_si / polarization

V = "eV*angstrom/hbar"
print(f"exchange stiffness A = {A:.3f} eV/angstrom")
print(f"easy-axis anisotropy K = {K:.2e} eV/angstrom^3")
print(f"hard-axis anisotropy Kp = {Kp:.2e} eV/angstrom^3")
print(f"spin density sigma = {sigma:.3f} hbar/angstrom^3")
print(f"damping alpha = {damping:.2f}, polarization P = {polarization:.2f}")
print(f"untilted wall width lambda = {lam:.2f} angstrom")
print(f"time unit sigma/(2K) = {time_unit:.1f} hbar/eV")
print(f"simulated time = {times[-1]:.4e} hbar/eV")
print(f"exchange splitting = {splitting:.2f} eV")
print(f"electron speed = {electron_speed:.2f} {V}")
print(f"outgoing spin z, wall of width lambda = {spin_wide:.4f} hbar")
print(f"outgoing spin z, wall of width 1 angstrom = {spin_narrow:.4f} hbar")
print(f"threshold u_c = {u_c:.4e} {V}")
print(f"threshold u_c converted = {u_c_si:.1f} m/s")
print(f"threshold current density = {j_c:.3e} A/m^2")
print(f"tilt at threshold = {np.degrees(phi_c):.2f} degrees")
print(f"fixed-width threshold estimate = {u_fixed:.4e} {V}")
print(f"fixed-width estimate / u_c = {u_fixed / u_c:.4f}")
print(f"largest relative static residual = {max(static_residuals):.1e}")
for r in range(3):
    print(f"[{names[r]}] drift speed u = {u_runs[r]:.4e} {V}")
    print(f"  early wall speed / u = {early_speed[r] / u_runs[r]:.4f}")
    print(f"  late wall speed / u = {late_speed[r] / u_runs[r]:.1e}")
    print(f"  tilt: simulated {np.degrees(tilts[-1, r]):.2f}, "
          f"formula {np.degrees(predicted_tilt[r]):.2f} degrees")
    print(f"  shift: simulated {positions[-1, r]:.2f}, "
          f"formula {predicted_shift[r]:.2f} angstrom")
print(f"[{names[3]}] final tilt = {np.degrees(tilts[-1, 3]):.1f} degrees")
print(f"  final shift = {positions[-1, 3]:.1f} angstrom")
print(f"[{names[4]}] drift speed u = {u_fast:.4e} {V}")
print(f"  mean speed, simulated = {speed_simulated:.4e} {V}")
print(f"  mean speed, varying width = {speed_collective:.4e} {V}")
print(f"  mean speed, fixed width = {speed_fixed:.4e} {V}")
print(f"beta in the non-adiabatic run = {beta_on:.2f}")
for r in (5, 6, 7):
    print(f"[{names[r]}] late speed / u = {late_speed[r] / u_runs[r]:.4f}, "
          f"final tilt = {np.degrees(tilts[-1, r]):.2f} degrees")
print("no test failed")
```

Running it gives:

```
exchange stiffness A = 0.010 eV/angstrom
easy-axis anisotropy K = 4.00e-06 eV/angstrom^3
hard-axis anisotropy Kp = 2.00e-06 eV/angstrom^3
spin density sigma = 0.050 hbar/angstrom^3
damping alpha = 0.10, polarization P = 0.50
untilted wall width lambda = 50.00 angstrom
time unit sigma/(2K) = 6250.0 hbar/eV
simulated time = 2.5025e+06 hbar/eV
exchange splitting = 1.00 eV
electron speed = 5.00 eV*angstrom/hbar
outgoing spin z, wall of width lambda = -0.5000 hbar
outgoing spin z, wall of width 1 angstrom = 0.4075 hbar
threshold u_c = 1.7980e-03 eV*angstrom/hbar
threshold u_c converted = 273.2 m/s
threshold current density = 8.753e+12 A/m^2
tilt at threshold = 42.10 degrees
fixed-width threshold estimate = 2.0000e-03 eV*angstrom/hbar
fixed-width estimate / u_c = 1.1124
largest relative static residual = 7.9e-07
[0.05 u_c] drift speed u = 8.9898e-05 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = -1.0e-06
  tilt: simulated 1.29, formula 1.29 degrees
  shift: simulated 11.23, formula 11.24 angstrom
[0.5 u_c] drift speed u = 8.9898e-04 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = -1.4e-07
  tilt: simulated 13.55, formula 13.55 degrees
  shift: simulated 117.56, formula 117.73 angstrom
[0.95 u_c] drift speed u = 1.7081e-03 eV*angstrom/hbar
  early wall speed / u = 0.9623
  late wall speed / u = 3.6e-04
  tilt: simulated 33.10, formula 33.15 degrees
  shift: simulated 281.46, formula 282.21 angstrom
[1.1 u_c] final tilt = 222.3 degrees
  final shift = 1767.9 angstrom
[2 u_c] drift speed u = 3.5959e-03 eV*angstrom/hbar
  mean speed, simulated = 3.0740e-03 eV*angstrom/hbar
  mean speed, varying width = 3.0828e-03 eV*angstrom/hbar
  mean speed, fixed width = 2.9588e-03 eV*angstrom/hbar
beta in the non-adiabatic run = 0.05
[0.5 u_c, beta>0] late speed / u = 0.4993, final tilt = 6.52 degrees
[0.5 u_c, alpha=0] late speed / u = 0.9986, final tilt = 0.01 degrees
[0.5 u_c, Kp=0] late speed / u = 0.9887, final tilt = 255.19 degrees
no test failed
```
